\section*{Wilson and Kadowaki–Woods ratios for ions with $N$ degenerate levels, part 3}

An ion with $N=2J+1$ degenerate flavours $m$ is treated as an impurity and in a lattice, in Hartree atomic units with $\hbar=e=k_B=1$.

Impurity: level $\varepsilon$, repulsion $U$, flat bath of hybridization width $\Delta$. Occupations are $n_m=\delta_m/\pi$ (Friedel), $\chi_{mm'}=-\partial n_m/\partial\varepsilon_{m'}$, $\chi_c=\sum_{mm'}\chi_{mm'}$, $E=\varepsilon+\Sigma(0)$, $1/z=1-\partial_\omega\Sigma|_0$, $\rho=(\Delta/\pi)/(E^2+\Delta^2)$, $\tilde\rho=\rho/z$, $\tilde\chi_{mm'}=\partial E_m/\partial\varepsilon_{m'}=\chi_{mm'}/\rho$, $\tilde\chi_c=\chi_c/(N\rho)$. The full vertex is $\Gamma_{mm'}$, with $\Gamma=\Gamma_{mm'}(0,0)$ for $m\ne m'$, and $\tilde U=z^2\Gamma$. The specific heat is $\gamma T$, $\gamma=(\pi^2/3)N\tilde\rho$; the Wilson ratio is $R=(\chi_{11}-\chi_{12})/\tilde\rho=1+\tilde U\tilde\rho=1+\kappa/(N-1)$, with $\kappa=1-\chi_c/(N\tilde\rho)\le1$.

One derivation used phase shifts in a box (level density $\nu$, $\delta N_m$ added quasiparticles, weight $\psi^2$ of a box level on the renormalized level). The other combined a change of $\varepsilon_{m'}$ with a frequency shift of flavour $m'$.
\begin{gather}
\delta_m=\delta_0+\alpha\,\omega-\phi\sum_{m'\neq m}\frac{\delta N_{m'}}{\nu}.
\label{eq:noz}\\
\sum_m n_m\simeq1-\frac{\Delta}{\pi|\varepsilon|}+\frac{(N-1)\Delta}{\pi(\varepsilon+U)},\qquad
\chi_c\simeq\frac{\Delta}{\pi}\Big[\frac1{\varepsilon^2}+\frac{N-1}{(\varepsilon+U)^2}\Big].
\label{eq:chargeest}\\
\delta_{mm'}\frac{\partial\Sigma_m}{\partial(i\omega)}+\frac{\partial\Sigma_m}{\partial\varepsilon_{m'}}=-\Gamma_{mm'}(i\omega,0)\,\rho .
\label{eq:ward}\\
\tilde\chi_{11}=\frac1z,\qquad \tilde\chi_{12}=-\Gamma\rho,\qquad
\frac1z=(N-1)\Gamma\rho+\tilde\chi_c,
\label{eq:ward2}\\
\mathrm{Im}\,\Sigma=-\frac\pi2(N-1)\,\Gamma^2\rho^3\,(\omega^2+\pi^2T^2).
\label{eq:imsig}
\end{gather}

Lattice: cell volume $\Omega$, spherical zone, local $\Sigma$, level $\varepsilon_f$, two-spin band $\epsilon_k=k^2/2m$, $2\times N$ hybridization $\mathsf V$ of strength $V$, $W=NV^2/2$. Here $s=\omega+\mu-\varepsilon_f-\Sigma$, $a=\omega+\mu-\epsilon_k$, $E=\varepsilon_f+\Sigma(0)-\mu$, $r=W/E^2$, $\epsilon_{k_F}=\mu+W/E$, $n=k_F^3/3\pi^2$, $\rho_c=\Omega mk_F/2\pi^2$. The $f$ density per flavour $\rho_f$ replaces $\rho$ in (\ref{eq:imsig}), and $\kappa=(N-1)z\Gamma\rho_f$. The resistivity is $AT^2$, $v=\partial H(k)/\partial k_x$, and $\mathsf A$ is the spectral matrix.
\begin{gather}
G_c=\frac{1}{a-W/s},\qquad G_{fc}=\frac{\mathsf V^\dagger G_c}{s},\qquad G_{ff}=\frac1s+\frac{\mathsf V^\dagger\mathsf V\,G_c}{s^2}.
\label{eq:blocks}\\
N\rho_f=2r\rho_c .
\label{eq:rhof}\\
\gamma=\frac{\pi^2}{3}\Big(\frac{N\rho_f}{z}+2\rho_c\Big)=\frac{\pi^2}{3}\frac{N\rho_f}{z}\Big(1+\frac zr\Big).
\label{eq:gamlat}\\
\sigma=\pi\int d\omega\Big(-\frac{\partial f}{\partial\omega}\Big)\int\frac{d^3k}{(2\pi)^3}\,\mathrm{Tr}\,[v\mathsf Av\mathsf A].
\label{eq:kubo}\\
A=24\,\frac{\pi^2N\rho_f}{\Omega nk_F}\,\frac\pi2(N-1)\Gamma^2\rho_f^3=\frac{12\pi^3N(N-1)\,\Gamma^2\rho_f^4}{\Omega\,n\,k_F}.
\label{eq:A}\\
\frac{A}{\gamma^2}=\frac{108}{\pi}\,\frac{\kappa^2}{N(N-1)}\,\frac{1}{\Omega\,n\,k_F}\,\Big(1+\frac zr\Big)^{-2}.
\label{eq:KW}
\end{gather}
With $N$ conduction flavours instead of two, the right side of (\ref{eq:KW}) acquires $(2/N)^2$.

\section{What each derivation assumes}

The phase-shift derivation assumes the form of the low-energy theory: a one-to-one labelling of states by quasiparticle occupations, and a phase shift analytic in energy and occupations. It makes no reference to $U$ or to perturbation theory, and it applies equally to a model in which charge fluctuations are removed from the start and only flavour exchange remains (the Coqblin--Schrieffer model). There $\alpha$ and $\phi$ keep their meaning although no level Green function with finite $z$ exists. It treats $\alpha$, $\phi$ and $\delta_0$ as unknown and cannot compute them. The Ward-identity derivation assumes instead that the skeleton expansion in $U$ represents the ground state and that $\Sigma$, $\partial_\omega\Sigma$ and $\Gamma$ are continuous at zero frequency. In return it identifies $\alpha=\pi\rho/z$ and $\phi=\pi\Gamma\rho^2$ with objects defined for every $U$. Both sets of assumptions fail together if the ground state is not a screened singlet, for example when the ion is overscreened or underscreened.

The Pauli principle does the same work in both. It removes the same-flavour term from (\ref{eq:noz}), and it sets $\Gamma_{mm}(0,0)=0$ in (\ref{eq:ward}). Either statement is what ties $\gamma$ to $\chi_{11}$. Conservation of each flavour number is likewise common: it allows separate chemical potentials in the first derivation and separate frequency shifts in the second. For the decay rate, the first derivation assumes that the scattering amplitude equals the forward amplitude because the interaction is a contact at one point, and the second assumes continuity of the vertex, which is the same statement.

Neither derivation yields $\kappa=1$ by itself. That value is an input about the regime, justified for the flat bath by (\ref{eq:chargeest}) and by the numerical solution below. The two differ in how clearly they show what happens when the bath is not flat, and this matters for the lattice. Let the retarded bath function be $\Lambda(\omega)-i\Delta''(\omega)$. In the second derivation the frequency shift now also acts on the bath function, and the cancellation that led to (\ref{eq:ward}) occurs only if the first variation is a rigid shift of level and bath together, $G_0^{-1}(i\omega)\to G_0^{-1}(i\omega-a)$. With that meaning of $\partial/\partial\varepsilon$, (\ref{eq:ward2}) and $\kappa=1-z\tilde\chi_c$ remain exact. The Friedel argument then counts the level charge plus the displaced bath charge, since $\partial_\omega\ln G^{-1}$ contains the derivative of the bath function, and the phase is $\delta=\arg w$ with $w=E+\Lambda+i\Delta''$. Under a common rise of the chemical potential, $dw/d\mu=-\tilde\chi_c+\Lambda'+i\,\partial_\omega\Delta''$, so
\begin{equation}
\frac{d\delta}{d\mu}=\mathrm{Im}\,\frac{1}{w}\frac{dw}{d\mu}=\pi\rho\,(\tilde\chi_c-\Lambda')+\frac{(E+\Lambda)\,\partial_\omega\Delta''}{|w|^2}.
\end{equation}
A frozen level charge no longer fixes $\tilde\chi_c$, because the displaced bath charge can change and the slopes of the bath function enter. If these slopes are of order one against $1/z$, $\kappa\to1$ survives. In the lattice the bath is defined by $s(\omega)-1/G_{\rm loc}$, with $G_{\rm loc}$ the $k$ average of $G_{ff}$, and by (\ref{eq:blocks}) this depends on $\omega$ through $s\simeq\omega/z-E$. Its slope is therefore in general of order $1/z$, and $z\tilde\chi_c$ need not vanish as $z\to0$. In the first derivation the same failure is less explicit: it enters where the displaced charge was equated with $n_m$ and $\alpha$ with $\pi\tilde\rho$. Equation (\ref{eq:KW}) holds within the local approximation with $\kappa$ left free. Setting $\kappa=1$ for all $N$ in the lattice is an assumption, and any dependence of $\kappa$ on $N$ or on filling would modify the $1/[N(N-1)]$ law; $\kappa$ for the lattice is not computed here. For the same reason, and because for $N>2$ a uniform field also mixes the hybridized with the unhybridized bands, $R=N/(N-1)$ is established above for the impurity only.

\section{Numerical solution of the impurity}

The numerical renormalization group diagonalizes the impurity model without either set of assumptions, and the occupations and $\chi_{mm'}$ are obtained free of them; $z$, $E$, $\tilde U$ and $\tilde\chi_{mm'}$ are read from the spectrum by fitting it to the renormalized-level form, so for these the test is one of consistency. The bath, of half-width $D=0.1$~Ha and $\Delta=5\times10^{-4}$~Ha, is discretized logarithmically with parameter $\Lambda=5$ (a number, unrelated to $\Lambda(\omega)$ above) and mapped on a chain that is diagonalized site by site, with $\varepsilon=-U/2$. A finite chain is a realization of the box. Its one-particle and one-hole excitation energies obey $\omega/z-E=V^2g(\omega)$, with $g$ the end-site Green function of the free chain and $V$ the coupling to it, which yields $z$ and $E$. The two-particle level minus the two one-particle levels is $\tilde U\psi^4$, which yields $\tilde U$. Independently, $\chi_{mm'}$ and $\tilde\chi_{mm'}$ come from finite differences of $\langle n_m\rangle$ and $E_m$ under a shift of one level. The program and its output follow the text.

\begin{center}
\begin{tabular}{cccccc}
$N$ & $U/\pi\Delta$ & $z$ & $z\tilde\chi_{11}$ & $-z\tilde\chi_{12}$ & $\tilde U\tilde\rho$\\
2 & 0.5 & 0.880 & 1.001 & 0.463 & 0.461\\
2 & 3 & 0.080 & 1.003 & 0.997 & 0.996\\
3 & 6 & 0.031 & 1.003 & 0.503 & 0.501
\end{tabular}
\end{center}

The Ward identities (\ref{eq:ward2}) require $z\tilde\chi_{11}=1$ and $-z\tilde\chi_{12}=\tilde U\tilde\rho$, and both hold within $0.5\%$ of the right-hand side. The Wilson ratios, with susceptibilities in Ha$^{-1}$, are
\begin{align}
N=2,\ U=0.5\pi\Delta:&\quad R=(724.8+335.3)/723.6=1.465,\\
N=2,\ U=3\pi\Delta:&\quad R=(7991+7944)/7959=2.002,\\
N=3,\ U=6\pi\Delta:&\quad R=(15959+7974)/15881=1.507,
\end{align}
against $1+\tilde U\tilde\rho=1.461$, $1.996$ and $1.501$. At weak coupling $R$ is far below $2$, and $\kappa=0.461$ from the level spectrum agrees with $1-\chi_c/(N\tilde\rho)=1-0.538=0.462$. At strong coupling $R$ is within $0.5\%$ of $N/(N-1)=2$ and $1.5$. For $N=3$ the occupation per flavour is $0.3428$ against $\delta/\pi=0.3425$, and the total $3\times0.3428=1.028$ exceeds one, the sign that (\ref{eq:chargeest}) predicts for $N>2$ at $\varepsilon=-U/2$.

The values $2.002$ and $1.507$, and $\kappa=1.002$ for $N=3$, lie slightly above the bounds $N/(N-1)$ and $1$. The excess of $R$ accompanies a $\chi_{11}$ that exceeds $\tilde\rho$ by $0.4\%$ and $0.5\%$, where the exact flat-bath relation is equality, so it measures the departure of the calculation from the ideal model. Most of this excess, $0.3\%$, is already present in $z\tilde\chi_{11}$. Its cause is not determined here. The candidates are the finite differences, the extrapolation of the level fit, the truncation, the finite band and the discretization, whose bath function ripples by $0.86\%$ of $\Delta$ on the imaginary axis; such a ripple largely averages out in a frequency integral, so its size alone does not single it out. The printed $\chi_c/(N\tilde\rho)$ of $0.0059$ and $0.0007$ are differences of large numbers, so they are accurate only if the errors of $\chi_{11}$ and $\chi_{12}$ cancel in them. The exact solution shows that they do for $N=2$; the $N=3$ value is supported in order of magnitude only. For $N=2$, $U=3\pi\Delta$ the exact Bethe-ansatz solution of the flat-bath model gives $\chi_c/(N\tilde\rho)=0.0059$ and $R=1.994$, below the bound. The leading-order estimate (\ref{eq:chargeest}) gives $0.0036$ and $0.0005$ for the two cases, the same order as the printed values. The asserted tolerances are wider than the observed agreement: $0.01$ absolute on the Friedel sum rule, $4\%$ on $\chi=\rho\tilde\chi$, on $z\tilde\chi_{11}$ and on $R$, $5\%$ on $\tilde\chi_{12}$ and, in the two strong-coupling cases only, $6\%$ on $\kappa=1$. In these tests $\gamma$ is represented by $\tilde\rho$ from the level spectrum and is not obtained from a thermodynamic average. Equation (\ref{eq:imsig}) with the full vertex is not tested as a whole; its factor $N-1$ at second order, its phase-space integral and the identification of $\tilde U$ are.

\section{Worked lattice example}

The parameters are round model values: $\Omega=8^3=512$~bohr$^3$, $n\Omega=1.5$, $m=1$, $V=0.01$~Ha, $z=0.02$, and $\kappa=1$ by assumption. Then $k_F=(3\pi^2\times1.5/512)^{1/3}=0.4427$~bohr$^{-1}$, $\epsilon_{k_F}=k_F^2/2=0.09798$~Ha and $\rho_c=512\times0.4427/2\pi^2=11.48$~Ha$^{-1}$. This $k_F$ lies inside the spherical zone but beyond the face $\pi/8=0.393$~bohr$^{-1}$ of a simple cubic zone. A free-electron sphere reaches the zone face at $n\Omega=1.05$, $1.36$ and $1.48$ for the simple, face-centred and body-centred cubic lattices, so the example describes the spherical-zone model and not a cubic crystal at this filling. The chemical potential is placed at the Fermi level of the unhybridized band holding $0.5$ electron per cell, $\mu=0.04710$~Ha, and $E$ follows from $\epsilon_{k_F}-\mu=W/E$. For $J=5/2$, $l=3$, $N=6$:
\begin{align}
W&=3\times(0.01)^2=3.0\times10^{-4}\ \mathrm{Ha}^2,\\
E&=3.0\times10^{-4}/(0.09798-0.04710)=5.90\times10^{-3}\ \mathrm{Ha},\\
r&=3.0\times10^{-4}/(5.897\times10^{-3})^2=8.628,\qquad z/r=0.00232,\\
\rho_f&=2\times8.628\times11.48/6=33.02\ \mathrm{Ha}^{-1},\\
\Gamma&=1/(5\times0.02\times33.02)=0.3028\ \mathrm{Ha}.
\end{align}
The renormalized level lies at $zE=1.18\times10^{-4}$~Ha, or $37$~K, and the linear specific heat and the $T^2$ resistivity hold only far below this temperature. The quasiparticle interaction is $\tilde U=z^2\Gamma=1.21\times10^{-4}$~Ha, with $\tilde U\tilde\rho=z\Gamma\rho_f=0.2=1/(N-1)$. From (\ref{eq:gamlat}) and (\ref{eq:A}),
\begin{align}
\gamma&=\frac{\pi^2}{3}\Big(\frac{6\times33.02}{0.02}+2\times11.48\Big)=3.267\times10^{4}\ \mathrm{Ha}^{-1},\\
A&=\frac{12\pi^3\times30\times0.3028^2\times33.02^4}{1.5\times0.4427}=1.833\times10^{9}\ \mathrm{a.u.},\\
\frac{A}{\gamma^2}&=\frac{1.833\times10^9}{(3.267\times10^4)^2}=1.718\ \mathrm{a.u.}
\end{align}
The closed form agrees: $108/(\pi\Omega nk_F)=51.77$, divided by $N(N-1)=30$ is $1.726$, and divided by $(1.00232)^2$ is $1.718$.

The atomic unit of resistivity is $\hbar a_0/e^2=21.74\ \mu\Omega\,$cm, $k_B=3.167\times10^{-6}$~Ha/K, and the gas constant is $8314$~mJ/(mol\,K). Per mole of cells $\gamma=3.267\times10^4\times3.167\times10^{-6}\times8314=860$~mJ/(mol\,K$^2$), and $A=1.833\times10^9\times21.74\times(3.167\times10^{-6})^2=0.40\ \mu\Omega\,$cm/K$^2$. In the ratio $k_B$ cancels, and one atomic unit of $A/\gamma^2$ is $21.74/8314^2=3.145\times10^{-7}\ \mu\Omega\,$cm\,(mol\,K/mJ)$^2$.

The table gives values obtained without the reductions of the text: $A$ from the full $(N+2)\times(N+2)$ matrix integral (\ref{eq:kubo}) with $\partial_x\mathsf V$ kept and (\ref{eq:imsig}) inserted, $\rho_f$ from the trace of the matrix spectral function, and $\gamma$ from the entropy of the diagonalized quasiparticle bands, at $T=10^{-3}zE$. The multiplets are $(l,J)=(0,\tfrac12),(1,\tfrac32),(3,\tfrac52),(3,\tfrac72)$. The fourth column is in $\mu\Omega\,$cm\,(mol\,K/mJ)$^2$.

\begin{center}
\begin{tabular}{ccccc}
$N$ & $r$ & $A/\gamma^2$ (a.u.) & $A/\gamma^2$ & $\tfrac12N(N-1)A/\gamma^2$ (a.u.)\\
2 & 25.88 & 25.85 & $8.1\times10^{-6}$ & 25.85\\
4 & 12.94 & 4.301 & $1.35\times10^{-6}$ & 25.81\\
6 & 8.628 & 1.718 & $5.4\times10^{-7}$ & 25.77\\
8 & 6.471 & 0.919 & $2.9\times10^{-7}$ & 25.73
\end{tabular}
\end{center}

The program asserts (\ref{eq:rhof}) to $10^{-4}$, (\ref{eq:gamlat}) to $10^{-3}$, (\ref{eq:A}) to $2\times10^{-3}$, (\ref{eq:KW}) to $3\times10^{-3}$ and the constancy of $A$ when $T$ is doubled to $10^{-3}$, all relative. These tests concern the lattice step; $\kappa=1$ and the form of $\mathrm{Im}\,\Sigma$ are put in. The last column drifts downward from the heavy-band value $25.89$, by $0.6\%$ at $N=8$. This is the factor $(1+z/r)^{-2}$: with $E=W/(\epsilon_{k_F}-\mu)$, $r=(\epsilon_{k_F}-\mu)^2/W$ falls as $1/N$ at fixed $V$, and for $N=8$ one finds $25.89/(1+0.02/6.471)^2=25.73$. The model with four conduction flavours and $N=4$ gives $1.077$~a.u., against $4.314\times(2/4)^2=1.079$ in the heavy limit, and its scaled ratio is $6.46$, a quarter of the two-band value. The $N=2$ entry is of the rough size, about $10^{-5}\ \mu\Omega\,$cm\,(mol\,K/mJ)$^2$, measured in heavy-fermion metals with a doublet ground state; that agreement depends on the chosen $n$ and $\Omega$, on $\kappa=1$ and on the spherical Fermi surface, and carries no more than order-of-magnitude weight. In the heavy limit $z\ll r$ the reduction between $N=2$ and $N=8$ is $N(N-1)/2=28$, independent of $n$ and $\Omega$ as long as they and $\kappa$ are the same in both cases; the table gives $25.85/0.919=28.1$, the difference being the factor $(1+z/r)^{-2}$.

\section*{Computed values}
\begin{verbatim}
NRG: D=0.1 Ha, Delta=0.0005 Ha, Lambda=5.0, eps=-U/2, bath ripple=0.0086
N=2 U/piDelta=0.5: U=7.8540e-04 Ha z=0.8798 E/Delta=-0.0000 rho_t=7.2362e+02 1/Ha U_t=6.3712e-04 Ha
  n_m=0.5000 delta/pi=0.5000 z*ct11=1.0005 z*ct12=-0.4625 U_t*rho_t=0.4610
  chi11=7.2479e+02 chi12=-3.3528e+02 1/Ha, chi_c/(N rho_t)=0.5383
  R=1.4649 1+U_t rho_t=1.4610 N/(N-1)=2.0000 kappa=0.4610
N=2 U/piDelta=3.0: U=4.7124e-03 Ha z=0.0800 E/Delta=-0.0000 rho_t=7.9586e+03 1/Ha U_t=1.2509e-04 Ha
  n_m=0.5000 delta/pi=0.5000 z*ct11=1.0030 z*ct12=-0.9971 U_t*rho_t=0.9956
  chi11=7.9914e+03 chi12=-7.9444e+03 1/Ha, chi_c/(N rho_t)=0.0059
  R=2.0023 1+U_t rho_t=1.9956 N/(N-1)=2.0000 kappa=0.9956
N=3 U/piDelta=6.0: U=9.4248e-03 Ha z=0.0311 E/Delta=0.5394 rho_t=1.5881e+04 1/Ha U_t=3.1540e-05 Ha
  n_m=0.3428 delta/pi=0.3425 z*ct11=1.0032 z*ct12=-0.5025 U_t*rho_t=0.5009
  chi11=1.5959e+04 chi12=-7.9739e+03 1/Ha, chi_c/(N rho_t)=0.0007
  R=1.5070 1+U_t rho_t=1.5009 N/(N-1)=1.5000 kappa=1.0018
ED N=2: Sigma2 / one-partner diagram = 1.0000
ED N=3: Sigma2 / one-partner diagram = 2.0000
ED N=4: Sigma2 / one-partner diagram = 3.0000
ED N=6: Sigma2 / one-partner diagram = 5.0000
ED N=8: Sigma2 / one-partner diagram = 7.0002
phase space w/T=0.0: 4.934802, (w^2+pi^2)/2=4.934802
phase space w/T=2.0: 6.934802, (w^2+pi^2)/2=6.934802
phase space w/T=5.0: 17.434802, (w^2+pi^2)/2=17.434802
T^2 <1/(w^2+pi^2T^2)> = 0.08333333, inverse = 12.000000
Gamma7 W/V^2: [001] 0.0000 [110] 1.2500 [111] 1.6667
lattice: Omega=512.0 bohr^3 n*Omega=1.5 m=1.0 V=0.01 Ha z=0.02 kappa=1
kF=0.44267 1/bohr eps_kF=0.09798 Ha mu=0.04710 Ha rho_c=11.4821 1/Ha
108/(pi Omega n kF)=51.7728 a.u.
units: resistivity 21.7398 muOhm cm, kB=3.16681e-06 Ha/K, R=8314.46 mJ/mol K
1 a.u. of A/gamma^2 = 3.1448e-07 muOhm cm (mol K/mJ)^2 [KW unit]
N=2 bands=2: r=25.883 A/g^2=25.8460 a.u. (heavy limit 25.8864) = 8.128e-06 KW; xN(N-1)/2=25.846
N=4 bands=2: r=12.942 A/g^2=4.3010 a.u. (heavy limit 4.3144) = 1.353e-06 KW; xN(N-1)/2=25.806
N=6 bands=2: r=8.628 A/g^2=1.7178 a.u. (heavy limit 1.7258) = 5.402e-07 KW; xN(N-1)/2=25.766
  J=5/2: W=3.0000e-04 Ha^2 E=5.8968e-03 Ha zE=1.1794e-04 Ha T=1.179e-07 Ha z/r=0.00232
  rho_f=33.0213 1/Ha Gamma=0.3028 Ha U_t=1.2113e-04 Ha U_t rho_t=0.2000
  gamma=3.2667e+04 1/Ha = 860.1 mJ/mol K^2
  A=1.8331e+09 a.u. = 0.3996 muOhm cm/K^2
N=8 bands=2: r=6.471 A/g^2=0.9188 a.u. (heavy limit 0.9245) = 2.889e-07 KW; xN(N-1)/2=25.727
N=4 bands=4: r=25.883 A/g^2=1.0769 a.u. (heavy limit 1.0786) = 3.387e-07 KW; xN(N-1)/2=6.462
\end{verbatim}
